# Band-gap shift from quadratic coupling to a harmonic vibration, part 1

(Sections cited here and not found follow in the second part.)

## The thermal mean gap and the free-energy gap

Let \(u\) be the displacement of a vibration with mass \(M\) and angular frequency \(\omega\), measured from its rest position in the electronic ground state. Energies are given in electronvolts, \(T\) is the absolute temperature, \(k_B\) is Boltzmann's constant and \(\beta=1/(k_BT)\). The natural length of the vibration and the corresponding dimensionless variables are

\[
\ell=\sqrt{\frac{\hbar}{M\omega}},\qquad q=\frac{u}{\ell},\qquad p=\frac{\ell P}{\hbar},\qquad [q,p]=i ,
\]

where \(P\) is the momentum conjugate to \(u\). Write \(\varepsilon=\hbar\omega\) for the vibrational quantum. Since \(\hbar^2/(M\ell^2)=\hbar\omega\) and \(M\omega^2\ell^2=\hbar\omega\), the vibrational Hamiltonian in the electronic ground state is

\[
H_g=\frac{P^2}{2M}+\frac{M\omega^2u^2}{2}=\frac{\varepsilon}{2}\,(p^2+q^2).
\]

The gap at fixed \(q\) is the energy needed to promote an electron while the nuclei stand still. One band edge may carry the whole dependence on \(q\), or both edges may contribute, because only their difference enters. The model is

\[
E(q)=E_0+Aq+Bq^2 .
\]

Here \(E_0\) is the gap with the nuclei at rest at \(q=0\), which may be called the bare gap. If \(b=d^2E/du^2\) is the curvature with respect to the real displacement, then \(\tfrac12bu^2=\tfrac12b\ell^2q^2\), so that

\[
B=\frac{b\ell^2}{2}=\frac{b\hbar}{2M\omega}.
\]

When \(A=0\), a negative \(B\) means that displacement in either direction narrows the gap; otherwise the linear term decides the sign of the change for small displacements. The vibration is in thermal equilibrium in the electronic ground state, so level \(n\), with energy \(\varepsilon(n+\tfrac12)\), has probability

\[
P_n=(1-y)\,y^n,\qquad y=e^{-\beta\varepsilon}.
\]

The factor \(1-y\) normalizes the distribution, because \(\sum_n y^n=1/(1-y)\).

To average the gap, use the lowering operator \(a\), with \(q=(a+a^\dagger)/\sqrt2\). The operator \(q\) changes \(n\) by one, so \(\langle n|q|n\rangle=0\) and the linear term drops out of the mean. For the square,

\[
q^2=\tfrac12\left(a^2+a^{\dagger2}+aa^\dagger+a^\dagger a\right).
\]

The first two terms change \(n\) by two and have no diagonal element. The last two give \((n+1)+n\), hence

\[
\langle n|q^2|n\rangle=n+\tfrac12 .
\]

The mean occupation follows by differentiating the geometric series:

\[
\bar n=(1-y)\,y\frac{d}{dy}\frac{1}{1-y}=\frac{y}{1-y}=\frac{1}{e^{\beta\varepsilon}-1}.
\]

Adding one half and multiplying numerator and denominator by \(e^{\beta\varepsilon/2}\) gives

\[
\langle q^2\rangle=\bar n+\frac12=\frac12\,\frac{1+y}{1-y}=\frac12\coth x,\qquad x=\frac{\varepsilon}{2k_BT}.
\]

The thermal mean of the gap is therefore

\[
\boxed{\;\langle E\rangle=E_0+\frac B2\coth\frac{\hbar\omega}{2k_BT}\;}
\]

Within the stated model this holds for any size of \(A\) and \(B\), because the average is taken over the ground-state vibration, which the couplings do not alter. If several independent vibrations contribute, each adds its own term \((B_j/2)\coth(\hbar\omega_j/2k_BT)\). A sum of such terms with different frequencies is not in general a single hyperbolic cotangent.

At zero temperature the hyperbolic cotangent is one and the shift is \(B/2\). This is the zero-point renormalization: the nuclei never sit at a point, and the gap samples its own curvature over their spread. Since \(\coth x=1+2\bar n\), heating adds \(B\bar n\) to it, which is close to \(Be^{-\varepsilon/k_BT}\) when \(k_BT\ll\varepsilon\). The gap is then nearly flat in temperature, but it is flat at \(E_0+B/2\), not at the bare gap.

At high temperature \(x\) is small. Expanding numerator and denominator gives

\[
\coth x=\frac{1+x^2/2+\cdots}{x(1+x^2/6+\cdots)}=\frac1x+\frac x3+\cdots,
\]

and therefore

\[
\langle E\rangle-E_0=\frac{Bk_BT}{\varepsilon}+\frac{B\varepsilon}{12k_BT}+\cdots .
\]

There is no constant term. The high-temperature straight line, continued back to \(T=0\), thus meets the axis at the bare gap \(E_0\), and the distance from there to the true low-temperature gap is the zero-point shift.

A tangent drawn at a finite temperature does less well. Because \(dx/dT=-x/T\) and \(d\coth x/dx=-1/\sinh^2x\),

\[
\frac{d\langle E\rangle}{dT}=\frac B2\,\frac{x}{T\sinh^2x}.
\]

The tangent meets the axis \(T=0\) at

\[
E_{\rm tan}=\langle E\rangle-T\frac{d\langle E\rangle}{dT}=E_0+\frac B2\left[\coth x-\frac{x}{\sinh^2x}\right].
\]

For small \(x\), \(x/\sinh^2x=1/x-x/3+\cdots\), so the bracket is \(2x/3\) to leading order. The tangent then misses a fraction \(2x/3\) of the zero-point shift, which vanishes only as \(1/T\).

The dependence on mass separates the two regimes. Hold the force constant \(K=M\omega^2\) and the curvature \(b\) fixed. Then \(M\omega=\sqrt{MK}\), and

\[
\frac B2=\frac{b\hbar}{4\sqrt{MK}},\qquad \frac{Bk_BT}{\varepsilon}=\frac{bk_BT}{2M\omega^2}=\frac{bk_BT}{2K}.
\]

The zero-point shift falls as \(M^{-1/2}\), while the leading high-temperature shift does not depend on the mass. The latter contains no \(\hbar\) and is the classical result of equipartition.

The mean \(\langle E\rangle\) has a direct optical meaning. Let the excited state have the vibrational Hamiltonian \(H_e=H_g+E(q)\), with eigenstates \(|m_e\rangle\) and energies \(E^e_m\), and let \(E^g_n\) be the ground-state levels. Assume a transition dipole independent of \(q\). Once the absorption has been divided by the photon energy, the relative strength of the line from \(n\) to \(m\) is \(P_n|\langle m_e|n\rangle|^2\). The first moment of the spectrum is

\[
\sum_{n,m}P_n|\langle m_e|n\rangle|^2(E^e_m-E^g_n)
=\sum_nP_n\langle n|H_e-H_g|n\rangle=\langle E\rangle .
\]

The first equality uses the completeness of the excited states, \(\sum_m|m_e\rangle E^e_m\langle m_e|=H_e\), and \(H_g|n\rangle=E^g_n|n\rangle\). The boxed result is thus the centre of gravity of the vibrationally broadened line. In general it is not the onset of absorption.

The width follows in the same way. Since \((H_e-E^g_n)|n\rangle=E(q)|n\rangle\), the second moment is \(\langle E(q)^2\rangle\), and the variance of the line is the variance of \(E(q)\). It needs the fourth moment of \(q\). From

\[
q^2|n\rangle=\tfrac12\left[\sqrt{n(n-1)}\,|n-2\rangle+(2n+1)|n\rangle+\sqrt{(n+1)(n+2)}\,|n+2\rangle\right]
\]

the squared norm is

\[
\langle n|q^4|n\rangle=\tfrac14\left[n^2-n+4n^2+4n+1+n^2+3n+2\right]=\tfrac34(2n^2+2n+1).
\]

Two derivatives of the geometric series give \(\langle n(n-1)\rangle=2\bar n^2\), so \(\langle n^2\rangle=2\bar n^2+\bar n\), and

\[
\langle q^4\rangle=\tfrac34(4\bar n^2+4\bar n+1)=\tfrac34\coth^2x .
\]

The variance of \(q^2\) is then \((\tfrac34-\tfrac14)\coth^2x\). The cross term between \(q\) and \(q^2\) is odd and averages to zero, which leaves

\[
\operatorname{var}E=\frac{A^2}{2}\coth x+\frac{B^2}{2}\coth^2x .
\]

The linear coupling, absent from the mean, does broaden the line.

A thermal measurement asks for a different quantity. If the vibration comes to equilibrium in each electronic state, the ratio of the two vibrational partition functions defines a free-energy gap \(\Delta F\) through \(Z_e/Z_g=e^{-\beta\Delta F}\). To find it, set \(\kappa=\varepsilon+2B\) and complete the square:

\[
H_e=E_0+\frac\varepsilon2p^2+\frac\kappa2\left(q+\frac A\kappa\right)^2-\frac{A^2}{2\kappa}.
\]

This has a lowest level only if \(\kappa>0\). Put \(q+A/\kappa=sQ\) and \(p=\Pi/s\), which keeps \([Q,\Pi]=i\). The choice \(s^4=\varepsilon/\kappa\) makes the two coefficients equal, with the new quantum

\[
\varepsilon'=\sqrt{\varepsilon\kappa}=\varepsilon\sqrt{1+2B/\varepsilon}.
\]

An oscillator of quantum \(\varepsilon\) has the partition function \(e^{-\beta\varepsilon/2}/(1-e^{-\beta\varepsilon})=1/[2\sinh(\beta\varepsilon/2)]\). Hence

\[
\Delta F=E_0-\frac{A^2}{2(\varepsilon+2B)}+k_BT\ln\frac{\sinh(\beta\varepsilon'/2)}{\sinh(\beta\varepsilon/2)} .
\]

The second term is the relaxation of the nuclei towards their new rest position. The third comes from the change of frequency.

Now take \(A=0\) and call the logarithmic term \(\phi(B)\). From \(\varepsilon'^2=\varepsilon^2+2\varepsilon B\) follows \(d\varepsilon'/dB=\varepsilon/\varepsilon'\), so

\[
\frac{d\phi}{dB}=\frac12\,\frac{\varepsilon}{\varepsilon'}\coth\frac{\beta\varepsilon'}2 .
\]

At \(B=0\) this equals \(\tfrac12\coth x\): to first order in \(B\) the free-energy gap and the mean vertical gap agree. A second derivative, taken at \(B=0\) with \(\beta=2x/\varepsilon\), gives

\[
\phi''(0)=-\frac{1}{2\varepsilon}\left[\coth x+\frac{x}{\sinh^2x}\right],
\]

where the first part comes from \(\varepsilon/\varepsilon'\) and the second from the hyperbolic cotangent. To second order, then, the free-energy gap lies below the mean vertical gap for either sign of \(B\).

For a localized transition, such as one at a defect, the difference can be large. Take \(\varepsilon=0.060\) eV, \(A=0.030\) eV, \(B=-0.010\) eV and \(T=300\) K, where \(\coth x=1.218\). The mean vertical shift is \(-0.005\times1.218=-0.0061\) eV. In the free-energy gap, relaxation contributes \(-0.0009/(2\times0.040)=-0.0113\) eV and the softer frequency \(-0.0070\) eV, a total of \(-0.0183\) eV. The two shifts differ by a factor of three, mostly through the linear coupling that the mean does not see.

An extended band edge behaves differently. Its electron density is spread over many cells, and a displacement in one cell changes its energy by an amount that falls as the inverse of their number. Represent this by \(N\) equivalent, independent vibrations,

\[
E=E_0+\sum_{j=1}^{N}\left(\frac ANq_j+\frac BNq_j^2\right).
\]

The mean is unchanged, since \(N\) terms of size \(B/N\) add up to \(B\). The variance of the line is \(N\) times a quantity of order \(1/N^2\), and so falls as \(1/N\). The relaxation energy does the same:

\[
N\,\frac{(A/N)^2}{2(\varepsilon+2B/N)}=\frac{A^2}{2N(\varepsilon+2B/N)}\to0 .
\]

The frequency part is \(N\phi(B/N)\), which for large \(N\) becomes

\[
N\phi\!\left(\frac BN\right)=\frac B2\coth x-\frac{B^2}{4N\varepsilon}\left[\coth x+\frac{x}{\sinh^2x}\right]+\cdots .
\]

Thus, in this model, the vertical and free-energy gaps of an extended edge coincide as \(N\to\infty\), and the same hyperbolic cotangent describes both. The model keeps only the diagonal element \(\sum_jV_j/N\) of a local coupling \(V_j=Aq_j+Bq_j^2\) in the edge state. The same coupling also mixes the edge state with other states of the band. Summed over all of them, the second moment is \(\sum_jV_j^2/N\), which does not fall with \(N\), and the mixing lowers the edge by an amount that does not vanish as \(N\to\infty\). The model describes a real edge only when the band is wide compared with the fluctuations of \(V_j\), and even then the mixing need not be negligible. For a static, direct coupling with \(\varepsilon=0.060\) eV and \(B=-0.30\) eV on a simple cubic band 10 eV wide, it lowers the edge by about 0.02 eV at 300 K and by 0.06 eV or more at 673 K.

Within the model, the sharing among many vibrations also removes an apparent contradiction. With \(\varepsilon=0.060\) eV and a total \(B=-0.30\) eV, a single vibration would have \(\kappa<0\), and its excited state would have no lowest level. The condition \(\varepsilon+2B/N>0\) requires \(N>0.60/0.060=10\). It assumes that the electron stays spread evenly over the cells. If \(B\) were a direct local coupling, one large displacement could bind the electron in its cell, where it feels the full \(B\); the extended state is then only metastable, and terms beyond \(q^2\) are needed to bound the energy. At 300 K the free-energy shift is \(-0.234\) eV for \(N=20\), \(-0.190\) eV for \(N=100\) and \(-0.1833\) eV for \(N=1000\), against the limit \(-0.1827\) eV.

## The origin of the coupling, its limits, and a low-k film

The first half used a vibration of quantum \(\varepsilon=\hbar\omega\), the dimensionless displacement \(q\) in units of \(\sqrt{\hbar/(M\omega)}\), and the gap \(E(q)=E_0+Aq+Bq^2\). With \(x=\varepsilon/(2k_BT)\) and the mean occupation \(\bar n\), it found \(\langle q^2\rangle=\bar n+\tfrac12=\tfrac12\coth x\), \(\langle q^4\rangle=\tfrac34\coth^2x\), and

\[
\langle E\rangle=E_0+\frac B2\coth x .
\]

For an extended edge, whose total coupling \(B\) is shared by many equivalent vibrations, the free-energy gap has the same shift. The coefficient \(B\) was so far simply given. Its origin decides when the formula may be used.

One part of \(B\) is direct: the energy of the edge state may contain a term in \(q^2\) even if the state itself does not change. Another part comes from mixing. Let the edge state \(c\) have energy zero at \(q=0\), let a level \(d\) lie at \(\Delta>0\) above it, and let the vibration couple them linearly with strength \(g\). At fixed \(q\) the electronic energies are the eigenvalues of

\[
\begin{pmatrix}0&gq\\ gq&\Delta\end{pmatrix},
\]

and the lower one is

\[
\frac\Delta2-\sqrt{\frac{\Delta^2}{4}+g^2q^2}=-\frac{g^2q^2}{\Delta}+\cdots .
\]

A level above a conduction-band edge thus pushes it down and contributes \(B=-g^2/\Delta\) to the gap. A level below pushes it up and contributes with the opposite sign. The total \(B\) is the sum of the direct part and all such mixing parts, so its sign depends on the material and on the vibration.

This argument treats \(q\) as a fixed number while the electron responds. When the vibration is quantized, the state \(|c,n\rangle\) is coupled to \(|d,n+1\rangle\) with matrix element \(g\sqrt{(n+1)/2}\) and to \(|d,n-1\rangle\) with \(g\sqrt{n/2}\). The intermediate states lie higher by \(\Delta+\varepsilon\) and \(\Delta-\varepsilon\). Second-order perturbation theory, averaged over \(n\), gives

\[
\delta=-\frac{g^2}{2}\left[\frac{\bar n+1}{\Delta+\varepsilon}+\frac{\bar n}{\Delta-\varepsilon}\right].
\]

Over the common denominator \(\Delta^2-\varepsilon^2\) the numerator is

\[
(\bar n+1)(\Delta-\varepsilon)+\bar n(\Delta+\varepsilon)=(2\bar n+1)\Delta-\varepsilon .
\]

With \(2\bar n+1=\coth x\) and \(B=-g^2/\Delta\), the shift becomes

\[
\delta=\frac B2\coth x\;\frac{1-(\varepsilon/\Delta)\tanh x}{1-\varepsilon^2/\Delta^2}.
\]

The hyperbolic cotangent therefore belongs to the adiabatic limit \(\varepsilon\ll\Delta\). The leading relative correction is \(-(\varepsilon/\Delta)\tanh x\), largest in the cold and fading as \(k_BT\) exceeds \(\varepsilon\). Near \(\Delta=\varepsilon\) the perturbation expansion itself fails at any nonzero temperature, because the occupied states \(|c,n\rangle\) with \(n\ge1\) then have nearly the same energy as \(|d,n-1\rangle\).

The mean gap follows a hyperbolic cotangent, and when the quadratic coupling comes from mixing with a remote level, this law belongs to the adiabatic limit \(\varepsilon\ll\Delta\). What remains is to see what mixing does to the first moment of the absorption, how a polar material breaks the adiabatic condition, and what the model gives for a low-k film.

Numerical values quoted here were computed with a short program.
